Lower Bounds on Phonon Thermal Conductivity from a Symmetric Collision Operator

When one end of an insulating crystal is kept warmer than the other, phonons drift toward the cold end and collisions limit the heat they carry. The conductivity follows from a linear system coupling every phonon mode to its collision partners. Suppose that the system is too large to solve, and a guessed distribution is used instead. The question is whether the resulting conductivity errs in a known direction. It does if the guess enters through Ziman's variational functional and the collision operator has two properties, symmetry and positive semidefiniteness, which follow from the structure of the collisions.

**Setting and conventions**

Take a finite set of modes i, such as those on a wavevector grid, in a crystal of volume V. Mode i has energy ω_i and velocity v_i along x, the direction of the temperature gradient. Units are ħ = k_B = 1, and θ is the temperature expressed as an energy. The crystal has inversion symmetry: each mode i has a partner ī with opposite wavevector, equal energy and opposite velocity.

The equilibrium occupation and its fluctuation factor are

n_i = 1/(exp(ω_i/θ) − 1), f_i = n_i(n_i + 1).

The actual occupation is written

N_i = n_i + f_i φ_i,

where φ is dimensionless and small. To first order, collisions change N_i at the rate −(Pφ)_i, which defines the matrix P. A dot denotes a sum over modes. The source vector is

b_i = ω_i v_i f_i,

and it is assumed to be nonzero.

**Lemma 1 (conductivity).** If Pφ* = b has a solution, then κ = b·φ*/(θ²V).

Proof. Let G = dθ/dx. In a steady state, drift through the gradient balances collisions:

v_i G ∂n_i/∂θ = −(Pφ)_i.

Differentiating the Bose function gives

∂n_i/∂θ = (ω_i/θ²) exp(ω_i/θ)/(exp(ω_i/θ) − 1)² = ω_i f_i/θ².

The balance is therefore Pφ = −(G/θ²)b, solved by φ = −(G/θ²)φ*. The heat flux is

J = (1/V) Σ_i ω_i v_i (n_i + f_i φ_i) = b·φ/V,

because the equilibrium part cancels between i and ī. Fourier's law J = −κG then gives the stated κ; the two minus signs cancel. ∎

**The two properties of P**

**Lemma 2.** For three-phonon collisions whose forward and reverse processes have the same intrinsic rate W, P is symmetric and positive semidefinite.

Proof. Consider i + j ↔ k with ω_i + ω_j = ω_k. Counting bosonic factors, with occupations of different modes taken as uncorrelated, the net forward rate is

R = W[N_i N_j(N_k + 1) − (N_i + 1)(N_j + 1)N_k].

With r = N/(N + 1) for each mode, this becomes

R = W(N_i + 1)(N_j + 1)(N_k + 1)(r_i r_j − r_k).

At equilibrium r = exp(−ω/θ), so energy conservation makes the last bracket vanish. To first order it is therefore enough to vary that bracket. Since

δ ln r = δN/N − δN/(N + 1) = δN/[N(N + 1)],

and δN = fφ, one has δ ln r = φ at equilibrium. Hence

δ(r_i r_j − r_k) = r_k(φ_i + φ_j − φ_k).

Using (n_k + 1)r_k = n_k, the linearised rate is

R = Λ(φ_i + φ_j − φ_k), Λ = W(n_i + 1)(n_j + 1)n_k = W n_i n_j(n_k + 1) ≥ 0.

The two forms of Λ agree by detailed balance. Let c be the vector with entries +1 at i, +1 at j and −1 at k (if i = j, the entry there is 2). In that case R keeps its form if the phonon number m of the mode has thermal statistics with mean N_i, for then the averages of m(m − 1) and (m + 1)(m + 2) are 2N_i² and 2(N_i + 1)², and the common factor 2 is absorbed in W. Each forward event changes the occupations by −c. Summing over processes p,

Pφ = Σ_p Λ_p c_p (c_p·φ).

For any two vectors ψ and φ,

ψ·Pφ = Σ_p Λ_p (c_p·ψ)(c_p·φ).

This is unchanged when ψ and φ are exchanged, so P is symmetric. Setting ψ = φ gives

φ·Pφ = Σ_p Λ_p (c_p·φ)² ≥ 0. ∎

Elastic scattering i ↔ j, as from static disorder, fits the same pattern. Its net rate is W[N_i(N_j + 1) − N_j(N_i + 1)] = W(N_i − N_j). Because ω_i = ω_j, this equals W f_i(φ_i − φ_j), so c has entries +1 and −1.

**Remark (entropy).** The quadratic form is the entropy production by collisions at leading order. The phonon entropy is S = Σ[(N + 1)ln(N + 1) − N ln N], with derivative ln[(N + 1)/N] = −ln r for each mode. Since collisions give dN/dt = −Σ_p c_p R_p,

(dS/dt)_coll = Σ_p R_p (c_p·ln r).

Here ln r = −ω/θ + φ + O(φ²), and c_p·ω = 0. Each term is therefore Λ_p(c_p·φ)² plus third-order corrections, and the sum is φ·Pφ to second order.

**Lemma 3 (existence).** A steady state exists if and only if b·z = 0 for every z with Pz = 0.

Proof. The range of a symmetric matrix is the orthogonal complement of its null space. ∎

Energy conservation gives Pω = 0. This invariant does no harm, because b·ω = Σ ω_i² v_i f_i vanishes by inversion. Crystal momentum is different. A normal process satisfies q_i + q_j = q_k, so the component q_x is a null vector of the normal part of P. In general b·q_x ≠ 0, and with normal processes alone the gradient keeps feeding a drift that collisions cannot remove. No steady state exists and the conductivity is infinite. Umklapp processes, which conserve crystal momentum up to a reciprocal lattice vector, or other momentum-relaxing collisions are needed for a finite value.

**The bound**

**Theorem.** Let P be symmetric and positive semidefinite, and let Pφ* = b have a solution. Then every real φ with φ·Pφ > 0 satisfies

K[φ] ≡ (b·φ)²/(θ²V φ·Pφ) ≤ κ.

Equality holds if and only if φ is a nonzero multiple of φ*, up to a null vector of P. Moreover,

1 − K[φ]/κ = min_c (φ* − cφ)·P(φ* − cφ)/(φ*·Pφ*).

Proof. Define

A = φ*·Pφ* = b·φ*, B = φ·Pφ* = b·φ, C = φ·Pφ.

By Lemma 1, κ = A/(θ²V). Also A > 0: a positive semidefinite matrix with φ*·Pφ* = 0 has Pφ* = 0, which would contradict b ≠ 0. Symmetry gives φ*·Pφ = B as well, so for any real c

(φ* − cφ)·P(φ* − cφ) = A − 2cB + c²C.

Since C > 0, the minimum lies at c = B/C and equals A − B²/C. Semidefiniteness makes it nonnegative, so B²/C ≤ A. Division by θ²V gives K[φ] ≤ κ, and division of the minimum by A gives the error formula. The minimum is zero when φ* − cφ is a null vector of P. Then c ≠ 0, since c = 0 would give Pφ* = 0, and φ has the stated form. Conversely, any such φ gives B²/C = A. ∎

The amplitude of the trial cancels in K, so its shape alone matters. At a fixed value of b·φ, which means a fixed heat flux, a larger K corresponds to less entropy production. The steady-state distribution is thus the one that carries a given flux with the least collisional entropy production.

Trials with φ·Pφ = 0 are excluded because K becomes 0/0: they satisfy Pφ = 0, and then b·φ = φ*·Pφ = 0.

**Remark (both properties are needed).** Two small dimensionless examples, with θ²V = 1, show what fails. First take

P = [[1, 1], [−1, 1]], b = (1, 0).

The solution of Pφ* = b is (1/2, 1/2), so the true response b·φ* is 1/2. The trial (1, 0) gives K = 1. The antisymmetric part contributes nothing to φ·Pφ but does reduce the response. Next take

P = diag(1, −1), b = (1, 1/2).

Now φ* = (1, −1/2) and the response is 1 − 1/4 = 3/4, while the trial (1, 0) again gives 1. In both cases a trial value exceeds the true one.

**Remark (what is bounded).** The theorem concerns a diagonal element of the conductivity tensor, for the same modes and collision rates in K and κ. An off-diagonal element pairs two different source vectors and has no definite sign, so the argument does not cover it. Nor is K a bound on the measured conductivity, on the limit of an infinitely fine grid, or on heat carried by coherences between branches, which the Boltzmann equation leaves out.

**Improving a trial**

**Proposition 1 (Ritz bound).** Let the columns of a matrix Q be trial vectors for which M = QᵀPQ is positive definite, and let g = Qᵀb. The largest K in their span is g·M⁻¹g/(θ²V). It cannot decrease when vectors are added.

Proof. For φ = Qy one has b·φ = g·y and φ·Pφ = y·My. The theorem, applied with M and g in place of P and b, gives

(g·y)²/(y·My) ≤ g·M⁻¹g,

with equality at y = M⁻¹g. Enlarging the span enlarges the set over which K is maximised. ∎

**The relaxation-time value**

Let D be the diagonal part of P, with positive entries. The relaxation-time approximation replaces P by D, which gives ψ = D⁻¹b and

κ_R = b·ψ/(θ²V).

This is not K[ψ], because K retains the full P in its denominator. Write a = b·ψ = ψ·Dψ and o = ψ·(P − D)ψ. Then ψ·Pψ = a + o, and

K[ψ] = a²/[θ²V(a + o)] = κ_R/(1 + o/a).

If o ≤ 0, then κ_R ≤ K[ψ] ≤ κ, and the relaxation-time value is itself a lower bound. If o > 0, it lies above K[ψ] and may exceed κ.

Pure backscattering i ↔ ī shows that it can. With rate factor λ_i for each pair,

(Pφ)_i = λ_i(φ_i − φ_ī).

The source b is odd under inversion, so an odd solution exists. For it φ_ī = −φ_i, hence (Pφ)_i = 2λ_iφ_i and φ*_i = b_i/(2λ_i). The diagonal of P is λ_i, so ψ_i = b_i/λ_i and κ_R = 2κ. Each event reverses the phonon's velocity instead of averaging it to zero, and the diagonal misses this factor of two.

**Several scattering channels**

**Proposition 2.** Let P = P_A + P_B, where both parts are symmetric and positive semidefinite and each alone gives a finite conductivity. Then

1/κ_{A+B} ≥ 1/κ_A + 1/κ_B.

Proof. By the theorem, 1/κ is the minimum of θ²V φ·Pφ over vectors normalised to b·φ = 1. Let φ be the minimiser for the combined operator. Its form splits as

θ²V φ·Pφ = θ²V φ·P_Aφ + θ²V φ·P_Bφ.

The two terms are at least 1/κ_A and 1/κ_B. ∎

Adding the separate resistivities therefore gives an upper bound on the combined conductivity. Equality requires one distribution to be optimal for both channels.

**The limit of weak Umklapp scattering**

Split P into normal and Umklapp parts and scale the latter:

P_s = P_N + sP_U, 0 < s ≤ 1.

Since P_N q_x = 0, the drift trial φ = q_x gives

K_s[q_x] = (b·q_x)²/(θ²V s q_x·P_U q_x),

which is proportional to 1/s.

**Proposition 3.** Let b·q_x ≠ 0 and let κ_s be finite. The ratio K_s[q_x]/κ_s does not decrease as s is reduced. Suppose further that the crystal is cubic with x along a cube axis, that inversion and the mirror reflections q_α → −q_α map the set of wavevectors onto itself without the help of a reciprocal lattice vector and leave P_N and P_U separately unchanged, that energy and crystal momentum are the sole invariants of P_N, and that energy is the sole invariant of P_N + P_U. Then the ratio tends to 1. A grid with points on the zone boundary can violate the symmetry condition; the cross terms between q_x, q_y and q_z in P_U then need not vanish, and the limit can fall below 1.

Proof. Let w(s) be the minimum of φ·P_sφ over b·φ = 1. Let d be the value of φ·P_Uφ for q_x normalised in the same way. Then K_s[q_x]/κ_s = w(s)/(sd). As a minimum of functions linear in s, w is concave. It is nonnegative, and w(s) ≤ sd, so w tends to zero with s. For such a concave function w(s)/s cannot increase with s, which proves the first claim.

For the limit, take the minimiser φ_s odd under inversion, as b allows. From w(s) ≤ sd it follows that

φ_s·P_Nφ_s ≤ sd, φ_s·P_Uφ_s ≤ w(s)/s ≤ d.

On odd vectors P_N + P_U is positive definite, because its null vector ω is even. The φ_s therefore stay bounded, and along a sequence s → 0 they approach some φ₀ with P_Nφ₀ = 0 and b·φ₀ = 1. Being odd, φ₀ is a combination of q_x, q_y and q_z. The cubic mirror reflections make b·q_y and b·q_z zero and remove the cross terms in P_U. The condition b·φ₀ = 1 then fixes the q_x part, which contributes d, and the other parts can only add to φ₀·P_Uφ₀. So the limit of w(s)/s is at least d, and it is also at most d. ∎

**Worked example**

The following finite model has round parameters and represents no particular material. A simple cubic crystal with lattice constant a = 6 bohr has wavevector components 2πm/(7a), with m from −3 to 3. Omitting q = 0 leaves 342 wavevectors and, with three branches, 1026 modes. The volume is (42 bohr)³. The smooth dispersion is

ω̃ = Ω √{[sin²(q_x a/2) + sin²(q_y a/2) + sin²(q_z a/2)]/3},

with Ω = 0.0010 hartree for two transverse branches and Ω_L = 0.0016 hartree for the longitudinal one. Velocities are derivatives of ω̃. The mode energies ω are ω̃ rounded to multiples of ε = 0.0001 hartree, so that processes on the grid can conserve energy exactly. The intrinsic rate is

W = 2πg² ω_i ω_j ω_k/(Ω_L ε 7³), g = 0.02,

halved when i = j. Here 1/ε stands for the energy delta function. The temperature is θ = 0.001 hartree, or 316 K.

There are 13,920 normal and 15,072 Umklapp processes. Numerical diagonalisation of P, scaled by 1/√(f_i f_j), gives one zero relaxation rate, that of energy, so κ is finite. Direct solution of the linear system gives

κ = 4.53 × 10⁻³ atomic units = 48.9 W/(m K),

where one atomic unit of conductivity is 10,786 W/(m K). Three trials give, in atomic units,

φ = q_x: K = 1.63 × 10⁻³, or 0.359 κ
φ = v_x: K = 3.63 × 10⁻³, or 0.801 κ
φ = D⁻¹b: K = 4.08 × 10⁻³, or 0.900 κ

The best of them guarantees at least 44.0 W/(m K) for this model without the full solution. The relaxation-time value is lower, κ_R = 0.825 κ. The ratio κ_R/K[ψ] = 0.825/0.900 = 0.917 equals 1 + o/a, so o/a = −0.083. The off-diagonal part is negative here, and κ_R happens to be a lower bound too. Using the same distribution in K recovers part of the missing conductivity.

Repeated multiplication of D⁻¹b by D⁻¹P supplies further vectors for Proposition 1. Spaces of dimension 1, 2, 3 and 4 give 0.900, 0.987, 0.9989 and 0.9999 of κ.

The error formula is quadratic in the error of the distribution. Multiplying each φ*_i by 1 + ηx_i, with one fixed set of x_i drawn from a normal distribution of unit variance, lowers K by 0.016% of κ for η = 0.01 and by 0.063% for η = 0.02. Doubling the error costs four times as much. At η = 0.10 the loss is 1.5%. Another set of x_i gives somewhat different losses, but they too grow as η² when η is small.

The drift trial is poor because Umklapp scattering is not weak in this model. Reducing it changes the result as Proposition 3 requires:

s = 1: K_s[q_x]/κ_s = 0.359
s = 0.1: 0.774
s = 0.01: 0.967
s = 0.0001: 0.9996

At s = 0.01 the conductivity is 0.16825 atomic units and the drift bound is 0.00162685/0.01 = 0.16269. The difference, 0.0056, is comparable with the original κ, while the drift part has grown a hundredfold.

Finally, let backscattering i ↔ ī act with λ_i = 10⁻⁵(ω_i/Ω_L)⁴f_i in atomic units. Alone it gives κ_B = 0.01971. Adding its resistivity to that of the three-phonon collisions gives

1/(1/0.004535 + 1/0.01971) = 0.00369,

whereas solving with both channels together gives 0.00274, which is 26% lower. The two channels favour different distributions, and the compromise between them produces more entropy at a given flux than the sum of the separate minima.

Numbers in the example were calculated in double precision.
